# Convergence order and grid-free limit of a layer growth constant: verification in Python

```python
# Result under test: if growth constants on grids h, h/2, h/4 follow
#   K(h) = L + C*h**p,  then  p = log2(R),  L = K3 - (K2-K3)/(R-1),
#   R = (K1-K2)/(K2-K3).
# For K = 1.0400, 1.0100, 1.0025 this gives p = 2 and L = 1.
# K: parabolic growth constant (X^2 = K t), X: layer thickness, t: time,
# L: limit of zero spacing, C: error on the coarsest grid, p: order.
# The formulas are also tried on a moving-front problem with known K/D,
# where D is the diffusivity and S the supply ratio of the diffusant.
from itertools import product
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, fsolve
from scipy.special import erf


def order_and_limit(k1, k2, k3):
    ratio = (k1 - k2) / (k2 - k3)
    return np.log2(ratio), k3 - (k2 - k3) / (ratio - 1)


def front_constant(intervals, supply, gradient_points):
    """K/D from finite differences on the scaled layer 0 < u < 1."""
    h = 1.0 / intervals
    u = np.linspace(0, 1, intervals + 1)[1:-1]

    def imbalance(q):
        lower = 1 / h**2 - q * u / (2 * h)
        upper = 1 / h**2 + q * u / (2 * h)
        bands = np.zeros((3, intervals - 1))
        bands[0, 1:] = upper[:-1]
        bands[1] = -2 / h**2
        bands[2, :-1] = lower[1:]
        rhs = np.zeros(intervals - 1)
        rhs[0] = -lower[0]
        c = solve_banded((1, 1), bands, rhs)
        if gradient_points == 2:
            slope = -c[-1] / h
        else:
            slope = (-4 * c[-1] + c[-2]) / (2 * h)
        return q + supply * slope

    return 2 * brentq(imbalance, 1e-6, 5, xtol=1e-14, rtol=1e-13)


# The three given values, solved in closed form and by a root finder
K = np.array([1.0400, 1.0100, 1.0025])
p, L = order_and_limit(*K)
C = K[0] - L
spacing = np.array([1.0, 0.5, 0.25])
root, info, flag, message = fsolve(
    lambda z: z[0] + z[1] * spacing**z[2] - K,
    [0.99, 0.05, 1.5], xtol=1e-12, full_output=True)
assert flag == 1
assert np.allclose(root, [L, C, p], atol=1e-7)
assert abs(p - 2) < 1e-9 and abs(L - 1) < 1e-9

# Effect of rounding in the last printed digit
half_digit = 0.00005
corners = np.array([order_and_limit(*(K + half_digit * np.array(s)))
                    for s in product([-1, 1], repeat=3)])
p_low, L_low = corners.min(axis=0)
p_high, L_high = corners.max(axis=0)
rng = np.random.default_rng(1)
for shift in rng.uniform(-half_digit, half_digit, (2000, 3)):
    p_s, L_s = order_and_limit(*(K + shift))
    assert p_low <= p_s <= p_high and L_low <= L_s <= L_high

# Another error law through the same values: L + a*h + b*h^3
matrix = np.column_stack([np.ones(3), spacing, spacing**3])
L_alt, a_alt, b_alt = np.linalg.solve(matrix, K)
fourth_single = L + C / 8**p
fourth_alt = L_alt + a_alt / 8 + b_alt / 8**3
assert abs(fourth_single - fourth_alt) > 6 * half_digit

# Moving-front problem with an exact growth constant
S = 0.5
lam = brentq(lambda x: np.sqrt(np.pi) * x * np.exp(x*x) * erf(x) - S,
             1e-6, 3, xtol=1e-14)
exact = 4 * lam**2
grids = [80, 160, 320, 640]
front = {}
for points, expected in [(2, 1), (3, 2)]:
    values = [front_constant(n, S, points) for n in grids]
    p_f, L_f = order_and_limit(*values[:3])
    predicted = L_f + (values[2] - L_f) / 2**p_f
    assert abs(p_f - expected) < 0.05
    assert abs(L_f - exact) < 0.1 * abs(values[2] - exact)
    assert abs(predicted - values[3]) < 0.05 * abs(values[3] - values[2])
    front[points] = (values, p_f, L_f, predicted)

# Layer thickness after one hour and sizes of neglected effects
time = 3600.0                       # s
thickness = np.sqrt(K * time)       # nm
X = np.sqrt(L * time)               # nm
T, E_act, dT = 700.0, 1.9, 1.0      # K, eV, K
kB = boltzmann / charge             # eV/K
K_factor_T = np.exp(E_act / kB * (1 / T - 1 / (T + dT)))
v = 1.0                             # interface reaction speed, nm/s
X_interface = -L / (2*v) + np.sqrt((L / (2*v))**2 + L * time)
run = solve_ivp(lambda t, x: 1 / (2 * x / L + 1 / v), (0, time), [0.0],
                method="LSODA", rtol=1e-9, atol=1e-10)
assert run.success and abs(run.y[0, -1] - X_interface) < 1e-4
coarsening = 1.10
K_factor_grain = 1 / coarsening
film = 300.0                        # nm
X_end = film / 0.75                 # nm, equal atomic volumes
t_end = X_end**2 / L                # s
assert X < X_end

print("Given K, grids h, h/2, h/4 (nm^2/s):", *[f"{x:.4f}" for x in K])
print(f"Difference K1-K2 = {K[0]-K[1]:.4f} nm^2/s")
print(f"Difference K2-K3 = {K[1]-K[2]:.4f} nm^2/s")
print(f"Ratio of differences R = {(K[0]-K[1])/(K[1]-K[2]):.4f}")
print(f"Observed order p = {p:.4f}")
print(f"Extrapolated limit L = {L:.4f} nm^2/s = {L*1e-14:.4e} cm^2/s")
print("Errors K-L (nm^2/s):", *[f"{x-L:.4f}" for x in K])
print(f"Limit if p=1 is wrongly assumed = {2*K[2]-K[1]:.4f} nm^2/s")
print(f"Rounding half-digit = {half_digit:.5f} nm^2/s")
print(f"Range of p from rounding = {p_low:.3f} to {p_high:.3f}")
print(f"Range of L from rounding = {L_low:.5f} to {L_high:.5f} nm^2/s")
print("Other law L+a*h+b*h^3, h in coarsest spacings (nm^2/s):")
print(f"  L = {L_alt:.5f}, a = {a_alt:.5f}, b = {b_alt:.5f}")
print(f"Grid h/8, single-power law: K = {fourth_single:.6f} nm^2/s")
print(f"Grid h/8, other law: K = {fourth_alt:.6f} nm^2/s")
print(f"Front test: S = {S:.2f}, lambda = {lam:.6f} (no unit)")
print(f"Front test: exact K/D = {exact:.8f} (no unit)")
print("Front test: numbers of intervals =", *grids)
for points, (values, p_f, L_f, predicted) in front.items():
    print(f"{points}-point front gradient (K/D, no unit):")
    print("  K/D on the grids =", *[f"{x:.8f}" for x in values])
    print(f"  order from first three grids = {p_f:.4f}")
    print(f"  extrapolated K/D = {L_f:.8f}")
    print(f"  error on third grid = {values[2]-exact:.2e}")
    print(f"  error after extrapolation = {L_f-exact:.2e}")
    print(f"  predicted fourth K/D = {predicted:.8f}")
print(f"Growth time = {time:.0f} s")
print("Thickness from the three grids (nm):",
      *[f"{x:.3f}" for x in thickness])
print(f"Thickness from the limit = {X:.3f} nm")
print(f"Coarse-grid error in K = {100*(K[0]/L-1):.2f} %")
print(f"Coarse-grid error in thickness = {100*(thickness[0]/X-1):.2f} %")
print(f"Rough T = {T:.0f} K, activation energy = {E_act:.1f} eV")
print(f"Change of K for +{dT:.0f} K = {100*(K_factor_T-1):.2f} %")
print(f"Thickness at +{dT:.0f} K = {X*np.sqrt(K_factor_T):.2f} nm")
print(f"Assumed interface speed = {v:.1f} nm/s")
print(f"Thickness with interface reaction = {X_interface:.3f} nm")
print(f"Assumed grain coarsening = {100*(coarsening-1):.0f} %")
print(f"Change of K by coarsening = {100*(K_factor_grain-1):.2f} %")
print(f"Thickness at that K = {X*np.sqrt(K_factor_grain):.2f} nm")
print(f"Assumed Al film = {film:.0f} nm")
print(f"Al used after growth time = {0.75*X:.1f} nm")
print(f"Layer thickness when Al is used up = {X_end:.0f} nm")
print(f"Time until Al is used up = {t_end:.3e} s")
print("PASS")
```

Printed output:

```
Given K, grids h, h/2, h/4 (nm^2/s): 1.0400 1.0100 1.0025
Difference K1-K2 = 0.0300 nm^2/s
Difference K2-K3 = 0.0075 nm^2/s
Ratio of differences R = 4.0000
Observed order p = 2.0000
Extrapolated limit L = 1.0000 nm^2/s = 1.0000e-14 cm^2/s
Errors K-L (nm^2/s): 0.0400 0.0100 0.0025
Limit if p=1 is wrongly assumed = 0.9950 nm^2/s
Rounding half-digit = 0.00005 nm^2/s
Range of p from rounding = 1.976 to 2.024
Range of L from rounding = 0.99986 to 1.00014 nm^2/s
Other law L+a*h+b*h^3, h in coarsest spacings (nm^2/s):
  L = 0.99714, a = 0.02000, b = 0.02286
Grid h/8, single-power law: K = 1.000625 nm^2/s
Grid h/8, other law: K = 0.999687 nm^2/s
Front test: S = 0.50, lambda = 0.464786 (no unit)
Front test: exact K/D = 0.86410381 (no unit)
Front test: numbers of intervals = 80 160 320 640
2-point front gradient (K/D, no unit):
  K/D on the grids = 0.86613470 0.86511964 0.86461182 0.86435784
  order from first three grids = 0.9992
  extrapolated K/D = 0.86410342
  error on third grid = 5.08e-04
  error after extrapolation = -3.87e-07
  predicted fourth K/D = 0.86435776
3-point front gradient (K/D, no unit):
  K/D on the grids = 0.86411282 0.86410604 0.86410436 0.86410395
  order from first three grids = 2.0165
  extrapolated K/D = 0.86410381
  error on third grid = 5.55e-07
  error after extrapolation = 4.76e-09
  predicted fourth K/D = 0.86410395
Growth time = 3600 s
Thickness from the three grids (nm): 61.188 60.299 60.075
Thickness from the limit = 60.000 nm
Coarse-grid error in K = 4.00 %
Coarse-grid error in thickness = 1.98 %
Rough T = 700 K, activation energy = 1.9 eV
Change of K for +1 K = 4.60 %
Thickness at +1 K = 61.36 nm
Assumed interface speed = 1.0 nm/s
Thickness with interface reaction = 59.502 nm
Assumed grain coarsening = 10 %
Change of K by coarsening = -9.09 %
Thickness at that K = 57.21 nm
Assumed Al film = 300 nm
Al used after growth time = 45.0 nm
Layer thickness when Al is used up = 400 nm
Time until Al is used up = 1.600e+05 s
PASS
```
